# The gold-silicon eutectic: ideal estimate and first correction for nonideal mixing: a numerical check

```python
"""Gold-silicon eutectic from an ideal liquid and mutually insoluble solids.

Result under test: the eutectic temperature T solves
    sum_i exp(-D_i(T)/(R T)) = 1,   D_i = H_i (1 - T/T_i),
and lies about 500 K above the measured one; a real liquid at the measured
point therefore has a strongly negative excess Gibbs energy.

Symbols: T_i, H_i  melting temperature (K) and enthalpy (kJ/mol) of element i
         D_i       G(liquid) - G(solid) of the pure element (kJ/mol)
         x         atomic fraction of silicon in the liquid
         cp        heat capacity, liquid minus solid (kJ/(mol K))
Energies are per mole of atoms; the pure solids are the zero of energy.
All material inputs are rough, rounded values.
"""
import math
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

R = constants.R / 1000.0
KJ_TO_EV = 1000.0 / (constants.N_A * constants.e)
T_MELT = {"Au": 1340.0, "Si": 1690.0}
H_MELT = {"Au": 12.5, "Si": 50.0}
T_MEASURED, X_MEASURED = 640.0, 0.19
CP_TRIAL = 0.005
SOLUBILITY = 0.02
H_ERROR = 0.10
T_ERROR, X_ERROR = 10.0, 0.01


def melting_energy(element, T, cp=0.0, scale=1.0):
    Tm = T_MELT[element]
    return (scale * H_MELT[element] * (1 - T / Tm)
            - cp * ((Tm - T) - T * math.log(Tm / T)))


def liquidus_fraction(element, T, cp=0.0, scale=1.0):
    return math.exp(-melting_energy(element, T, cp, scale) / (R * T))


def fraction_sum(T, cp=0.0, scale=1.0):
    return sum(liquidus_fraction(e, T, cp, scale) for e in T_MELT)


def eutectic(cp=0.0, scale=1.0):
    return brentq(lambda T: fraction_sum(T, cp, scale) - 1, 800, 1339)


def mixing_term(x, T):
    return R * T * (x * math.log(x) + (1 - x) * math.log(1 - x))


def liquid_height(x, T, W=0.0, mu_gold=0.0):
    """Liquid minus solid mixture; W is a regular-solution constant."""
    return ((1 - x) * (melting_energy("Au", T) - mu_gold)
            + x * melting_energy("Si", T) + mixing_term(x, T)
            + W * x * (1 - x))


def lowest_height(T, W=0.0, mu_gold=0.0):
    best = minimize_scalar(lambda x: liquid_height(x, T, W, mu_gold),
                           bounds=(1e-9, 1 - 1e-9), method="bounded",
                           options={"xatol": 1e-11})
    return best.fun, best.x


def log_gamma(element, x, T, cp=0.0):
    fraction = x if element == "Si" else 1 - x
    return -melting_energy(element, T, cp) / (R * T) - math.log(fraction)


def excess_energy(x, T, cp=0.0):
    return R * T * ((1 - x) * log_gamma("Au", x, T, cp)
                    + x * log_gamma("Si", x, T, cp))


# Ideal chemical potential from counting arrangements on N sites.
def log_arrangements(n_a, n_b):
    return (math.lgamma(n_a + n_b + 1) - math.lgamma(n_a + 1)
            - math.lgamma(n_b + 1))


n_gold, n_silicon = 810000, 190000
counted = (log_arrangements(n_gold, n_silicon)
           - log_arrangements(n_gold + 1, n_silicon))
assert abs(counted - math.log(0.81)) < 1e-5

# Melting free energy from integrated enthalpy and entropy.
for element in T_MELT:
    Tm, Hm = T_MELT[element], H_MELT[element]
    for cp in (0.0, CP_TRIAL, -CP_TRIAL):
        enthalpy = Hm + quad(lambda t: cp, Tm, T_MEASURED)[0]
        entropy = Hm / Tm + quad(lambda t: cp / t, Tm, T_MEASURED)[0]
        direct = enthalpy - T_MEASURED * entropy
        assert abs(direct - melting_energy(element, T_MEASURED, cp)) < 1e-9

# Ideal eutectic: liquidus formula against direct energy minimisation.
T_ideal = eutectic()
x_ideal = liquidus_fraction("Si", T_ideal)
T_direct = brentq(lambda T: lowest_height(T)[0], 800, 1339)
x_direct = lowest_height(T_direct)[1]
assert abs(T_ideal - T_direct) < 1e-4
assert abs(x_ideal - x_direct) < 1e-5
sums = [fraction_sum(T) for T in np.linspace(100, 1340, 300)]
assert np.all(np.diff(sums) > 0) and sums[0] < 1e-3 and sums[-1] > 1
difference = T_ideal - T_MEASURED
assert abs(T_ideal - 1140) < 10 and abs(difference - 500) < 15

# Composition-free bound on the excess energy at the measured temperature.
bound = R * T_MEASURED * math.log(fraction_sum(T_MEASURED))
assert abs(bound + lowest_height(T_MEASURED)[0]) < 1e-8
G_excess = excess_energy(X_MEASURED, T_MEASURED)
assert abs(G_excess + liquid_height(X_MEASURED, T_MEASURED)) < 1e-10
assert G_excess < bound < 0

# A regular liquid of known excess energy, made to melt at the measured T.
W_fit = brentq(lambda W: lowest_height(T_MEASURED, W)[0], -150, 0)
x_regular = lowest_height(T_MEASURED, W_fit)[1]
known_excess = W_fit * x_regular * (1 - x_regular)
assert abs(excess_energy(x_regular, T_MEASURED) - known_excess) < 1e-4
for element, other in (("Au", x_regular), ("Si", 1 - x_regular)):
    known_log = W_fit * other**2 / (R * T_MEASURED)
    assert abs(log_gamma(element, x_regular, T_MEASURED) - known_log) < 1e-4
assert x_regular - X_MEASURED > 0.05


# Silicon dissolved in solid gold, in equilibrium with pure solid silicon.
def gold_potential(T):
    """Lowest tangent from pure silicon to the solid-solution curve."""
    cost = -R * T * math.log(SOLUBILITY)
    best = minimize_scalar(
        lambda y: (y * cost + mixing_term(y, T)) / (1 - y),
        bounds=(1e-7, 0.5), method="bounded", options={"xatol": 1e-11})
    return best.fun, best.x


mu_check, y_check = gold_potential(T_ideal)
assert abs(y_check - SOLUBILITY) < 1e-5
assert abs(mu_check - R * T_ideal * math.log(1 - SOLUBILITY)) < 1e-8
T_soluble = brentq(
    lambda T: (1 - SOLUBILITY) * liquidus_fraction("Au", T)
    + liquidus_fraction("Si", T) - 1, 800, 1339)
T_soluble_direct = brentq(
    lambda T: lowest_height(T, 0.0, gold_potential(T)[0])[0], 800, 1339)
assert abs(T_soluble - T_soluble_direct) < 1e-3
assert T_soluble > T_ideal
G_soluble_shift = ((1 - X_MEASURED) * R * T_MEASURED
                   * math.log(1 - SOLUBILITY))
assert G_soluble_shift < 0

# Sizes of the other neglected effects and of the input errors.
T_cp = [eutectic(cp=c) for c in (CP_TRIAL, -CP_TRIAL)]
G_cp = [excess_energy(X_MEASURED, T_MEASURED, c)
        for c in (CP_TRIAL, -CP_TRIAL)]
T_scaled = [eutectic(scale=s) for s in (1 - H_ERROR, 1 + H_ERROR)]
G_corners = [excess_energy(X_MEASURED + dx, T_MEASURED + dT)
             for dx in (-X_ERROR, X_ERROR) for dT in (-T_ERROR, T_ERROR)]
assert max(abs(T - T_ideal) for T in T_cp + T_scaled) < 0.1 * difference
assert max(G_cp + G_corners) < 0.5 * G_excess

print("INPUTS (rough values)")
for e in T_MELT:
    print(f"{e}: melting temperature {T_MELT[e]:.0f} K, "
          f"enthalpy {H_MELT[e]:.1f} kJ/mol")
    print(f"{e}: H/R = {H_MELT[e] / R:.1f} K")
print(f"Measured eutectic: {T_MEASURED:.0f} K, Si fraction {X_MEASURED:.2f}")
print(f"Gas constant: {1000 * R:.4f} J/(mol K)")
print("IDEAL LIQUID: trial temperatures")
for T in (1100.0, 1140.0, 1180.0):
    print(f"T = {T:.0f} K: x_Au {liquidus_fraction('Au', T):.4f}, "
          f"x_Si {liquidus_fraction('Si', T):.4f}, "
          f"sum {fraction_sum(T):.4f}")
print(f"Ideal eutectic temperature: {T_ideal:.1f} K")
print(f"Same by energy minimisation: {T_direct:.1f} K")
print(f"Ideal eutectic Si fraction: {x_ideal:.4f}")
print(f"Ideal minus measured temperature: {difference:.0f} K")
print("REAL LIQUID at the measured eutectic")
print(f"RT: {R * T_MEASURED:.3f} kJ/mol")
for e in T_MELT:
    lg = log_gamma(e, X_MEASURED, T_MEASURED)
    print(f"{e}: D = {melting_energy(e, T_MEASURED):.3f} kJ/mol, "
          f"activity {liquidus_fraction(e, T_MEASURED):.5f}")
    print(f"{e}: gamma = {math.exp(lg):.4f}, "
          f"RT ln gamma = {R * T_MEASURED * lg:.2f} kJ/mol")
ideal_mix = mixing_term(X_MEASURED, T_MEASURED)
print(f"Sum of ideal fractions at 640 K: {fraction_sum(T_MEASURED):.4f}")
print(f"Upper bound on G_ex, any composition: {bound:.2f} kJ/mol")
print(f"Ideal mixing term: {ideal_mix:.2f} kJ/mol")
print(f"G_ex: {G_excess:.2f} kJ/mol = {G_excess * KJ_TO_EV:.3f} eV/atom")
print(f"G_ex / ideal mixing term: {G_excess / ideal_mix:.2f}")
print("ONE-CONSTANT REGULAR LIQUID melting at 640 K")
print(f"W = {W_fit:.1f} kJ/mol, Si fraction {x_regular:.3f}")
print(f"Its G_ex: {known_excess:.2f} kJ/mol")
print("NEGLECTED EFFECTS AND INPUT ERRORS")
for sign, T, G in zip("+-", T_cp, G_cp):
    print(f"cp {sign}{1000 * CP_TRIAL:.0f} J/(mol K): ideal eutectic "
          f"{T:.1f} K, G_ex {G:.2f} kJ/mol")
print(f"Si fraction {SOLUBILITY:.2f} in solid Au: ideal eutectic "
      f"{T_soluble:.1f} K")
print(f"  and shift of G_ex {G_soluble_shift:.3f} kJ/mol")
for sign, T in zip("-+", T_scaled):
    print(f"Both enthalpies {sign}{100 * H_ERROR:.0f} %: "
          f"ideal eutectic {T:.1f} K")
print(f"Measured point +-{T_ERROR:.0f} K, +-{X_ERROR:.2f}: G_ex from "
      f"{min(G_corners):.2f} to {max(G_corners):.2f} kJ/mol")
print("OK")
```

Printed output:

```
INPUTS (rough values)
Au: melting temperature 1340 K, enthalpy 12.5 kJ/mol
Au: H/R = 1503.4 K
Si: melting temperature 1690 K, enthalpy 50.0 kJ/mol
Si: H/R = 6013.6 K
Measured eutectic: 640 K, Si fraction 0.19
Gas constant: 8.3145 J/(mol K)
IDEAL LIQUID: trial temperatures
T = 1100 K: x_Au 0.7829, x_Si 0.1483, sum 0.9312
T = 1140 K: x_Au 0.8213, x_Si 0.1796, sum 1.0010
T = 1180 K: x_Au 0.8589, x_Si 0.2148, sum 1.0737
Ideal eutectic temperature: 1139.5 K
Same by energy minimisation: 1139.5 K
Ideal eutectic Si fraction: 0.1792
Ideal minus measured temperature: 499 K
REAL LIQUID at the measured eutectic
RT: 5.321 kJ/mol
Au: D = 6.530 kJ/mol, activity 0.29313
Au: gamma = 0.3619, RT ln gamma = -5.41 kJ/mol
Si: D = 31.065 kJ/mol, activity 0.00291
Si: gamma = 0.0153, RT ln gamma = -22.23 kJ/mol
Sum of ideal fractions at 640 K: 0.2960
Upper bound on G_ex, any composition: -6.48 kJ/mol
Ideal mixing term: -2.59 kJ/mol
G_ex: -8.60 kJ/mol = -0.089 eV/atom
G_ex / ideal mixing term: 3.33
ONE-CONSTANT REGULAR LIQUID melting at 640 K
W = -50.7 kJ/mol, Si fraction 0.302
Its G_ex: -10.68 kJ/mol
NEGLECTED EFFECTS AND INPUT ERRORS
cp +5 J/(mol K): ideal eutectic 1129.6 K, G_ex -7.28 kJ/mol
cp -5 J/(mol K): ideal eutectic 1148.2 K, G_ex -9.93 kJ/mol
Si fraction 0.02 in solid Au: ideal eutectic 1148.7 K
  and shift of G_ex -0.087 kJ/mol
Both enthalpies -10 %: ideal eutectic 1110.7 K
Both enthalpies +10 %: ideal eutectic 1163.8 K
Measured point +-10 K, +-0.01: G_ex from -8.95 to -8.27 kJ/mol
OK
```
